# Circular dichroism of an exchange-split 2p level in photoemission

## Problem

A filled 2p shell of a magnetized material is described by the one-electron Hamiltonian

\[
H=\zeta\,\mathbf l\cdot\mathbf s+B\,s_z ,\qquad \zeta>0,\; B>0,\;\hbar=1 .
\]

The \(z\) axis points along the spin magnetization, hence opposite to the majority spin, so \(B s_z\) lowers majority-spin core electrons. Circularly polarized light travels along \(+z\) and adds \(q=\pm1\) to the orbital quantum number \(m\). Photoelectrons of every direction and spin are collected.

(a) Find the energies and \(\langle l_z\rangle\) of the six sublevels.

(b) Find the dichroism \(D=I_+-I_-\) of each line.

(c) Does \(D\), integrated over one spin-orbit edge, vanish?

(d) Evaluate everything for the model parameters \(\zeta=8\) eV, \(B=0.8\) eV and \(R_s^2/R_d^2=0.1\), where \(R_s,R_d\) are the radial dipole amplitudes into s and d waves, taken equal for all sublevels and both spins.

The model omits core-valence multiplets, satellites and photoelectron diffraction.

## Hints

1. \(H\) commutes with \(j_z=l_z+s_z\). No block is larger than \(2\times2\).
2. Collecting all directions removes interference between outgoing waves with different \((l',m')\).
3. For (c), do not stop at the states \(|j,m_j\rangle\). Ask what \(B s_z\) does between \(j=3/2\) and \(j=1/2\).
4. The traces of \(l_z\) and of \(l_zH\) over all six states give checks.

## Solution

### (a) The six sublevels

Write \(\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)\). The states \(|m,\sigma\rangle=|1\uparrow\rangle\) and \(|{-1}\downarrow\rangle\) have no partner with the same \(m_j\), so they are eigenstates:

\[
\varepsilon=\frac{\zeta}{2}\pm\frac B2,\qquad \langle l_z\rangle=\pm1 \qquad (m_j=\pm\tfrac32).
\]

The off-diagonal element in the other blocks is \(\tfrac12\zeta\sqrt2=\zeta/\sqrt2\). In the bases \(\{|0\uparrow\rangle,|1\downarrow\rangle\}\) and \(\{|0\downarrow\rangle,|{-1}\uparrow\rangle\}\),

\[
H_{+1/2}=\begin{pmatrix} \frac B2&\frac{\zeta}{\sqrt2}\\ \frac{\zeta}{\sqrt2}&-\frac\zeta2-\frac B2\end{pmatrix},\qquad
H_{-1/2}=\begin{pmatrix} -\frac B2&\frac{\zeta}{\sqrt2}\\ \frac{\zeta}{\sqrt2}&-\frac\zeta2+\frac B2\end{pmatrix}.
\]

Both have mean diagonal \(-\zeta/4\). The diagonal differences, first minus second, are \(\delta_\pm=\zeta/2\pm B\). The eigenvalues are therefore

\[
\varepsilon=-\frac\zeta4\pm'\frac{R_\pm}{2},\qquad
R_\pm=\sqrt{\delta_\pm^2+2\zeta^2}=\sqrt{B^2\pm\zeta B+\tfrac94\zeta^2}.
\]

The subscript of \(R\) is the sign of \(m_j\). The independent sign \(\pm'\) selects the root; the upper root becomes \(j=3/2\) at \(B=0\).

For the weights, write a block as \(-\zeta/4+K\), with \(K=\tfrac{\delta}{2}\tau_z+\tfrac{\zeta}{\sqrt2}\tau_x\), where \(\tau_x,\tau_z\) are Pauli matrices. Since \(K^2=(R/2)^2\), the projectors on the two roots are \(\tfrac12(1\pm'2K/R)\). Tracing them with \(\tau_z\) gives \(\langle\tau_z\rangle=\pm'\delta/R\), so the second basis state has weight \(\tfrac12(1\mp'\delta/R)\). That state carries \(l_z=+1\) in the first block and \(-1\) in the second, while the first basis state has \(l_z=0\):

\[
\langle l_z\rangle_{+1/2}=\frac12\Big(1\mp'\frac{\zeta/2+B}{R_+}\Big),\qquad
\langle l_z\rangle_{-1/2}=-\frac12\Big(1\mp'\frac{\zeta/2-B}{R_-}\Big).
\]

For \(B\ll\zeta\), \(R_\pm\simeq\tfrac32\zeta\pm\tfrac13B\). The energies to first order and the moments to zeroth order in \(B\) are

\[
j=\tfrac32:\;\varepsilon\simeq\frac\zeta2+\frac{Bm_j}{3},\;\langle l_z\rangle\simeq\frac{2m_j}{3};\qquad
j=\tfrac12:\;\varepsilon\simeq-\zeta-\frac{Bm_j}{3},\;\langle l_z\rangle\simeq\frac{4m_j}{3}.
\]

The splitting is reversed at \(j=1/2\) because spin and total angular momentum are antiparallel there.

### (b) Dichroism of one line

The dipole operator for polarization \(q\) is proportional to \(C_q\), with \(C_{\pm1}=\mp\sin\theta\,e^{\pm i\phi}/\sqrt2\) and \(C_0=\cos\theta\). Acting on \(Y_{1m}\), it produces only \(l'=0,2\) with \(m'=m+q\). These waves are orthogonal over the full sphere, so scattering phases drop out and each initial \(m\) contributes separately. An angle-resolved measurement lacks this simplification.

The angular strengths for \(q=+1\) follow from elementary integrals:

\[
\int|C_1Y_{1,\pm1}|^2d\Omega=\frac{3}{8}\int_{-1}^{1}\sin^4\theta\,d\cos\theta=\frac38\cdot\frac{16}{15}=\frac25,
\]
\[
\int|C_1Y_{10}|^2d\Omega=\frac34\int_{-1}^{1}\sin^2\theta\cos^2\theta\,d\cos\theta=\frac34\cdot\frac4{15}=\frac15 .
\]

Only \(m=-1\) reaches the s wave, with

\[
\langle Y_{00}|C_1|Y_{1,-1}\rangle=-\frac{\sqrt3}{4\pi}\cdot\frac12\cdot2\pi\cdot\frac43=-\frac1{\sqrt3}.
\]

Its s strength is thus \(1/3\), leaving \(2/5-1/3=1/15\) for the d wave. Hence

\[
w_+(1)=\tfrac25R_d^2,\qquad w_+(0)=\tfrac15R_d^2,\qquad w_+(-1)=\tfrac1{15}R_d^2+\tfrac13R_s^2 ,
\]

and \(w_-(m)=w_+(-m)\) by reflection. The difference \(w_+(m)-w_-(m)\) is \(m(R_d^2-R_s^2)/3\). Averaging over the orbital weights of a sublevel turns \(m\) into \(\langle l_z\rangle\).

For a reference intensity, add \(q=0\). For \(m=\pm1\) the angular integral is again \(\tfrac34\cdot\tfrac4{15}=\tfrac15\), with no s wave. For \(m=0\), \(\int|C_0Y_{10}|^2d\Omega=\tfrac32\int_{-1}^{1}\cos^4\theta\,d\cos\theta=\tfrac35\), and \(\langle Y_{00}|C_0|Y_{10}\rangle=\tfrac{\sqrt3}{4\pi}\cdot2\pi\cdot\tfrac23=\tfrac1{\sqrt3}\), so \(\tfrac13\) goes to the s wave and \(\tfrac35-\tfrac13=\tfrac4{15}\) to the d wave. This gives \(w_0(\pm1)=\tfrac15R_d^2\) and \(w_0(0)=\tfrac4{15}R_d^2+\tfrac13R_s^2\). For every \(m\) the sum over the three polarizations is \(I_0=(2R_d^2+R_s^2)/3\). Therefore

\[
\frac{D}{I_0}=\kappa\langle l_z\rangle,\qquad \kappa=\frac{R_d^2-R_s^2}{2R_d^2+R_s^2}.
\]

The dichroism measures the orbital moment of the emptied sublevel. It vanishes if \(R_s^2=R_d^2\) and changes sign if the s channel is stronger.

The binding energy relative to the centroid is \(-\varepsilon\). For \(\kappa>0\) and weak exchange, the signs in order of increasing binding energy are \(+\,+\,-\,-\) at 2p\(_{3/2}\) and \(-\,+\) at 2p\(_{1/2}\).

### (c) The edge integral

Let \(S\) be the sum of \(\langle l_z\rangle\) over the four 2p\(_{3/2}\) sublevels. The stretched states cancel, and the two upper roots leave

\[
S=\frac12\left[\frac{\zeta/2-B}{R_-}-\frac{\zeta/2+B}{R_+}\right].
\]

With \(b=B/\zeta\), the first fraction is

\[
\frac{\frac12-b}{\sqrt{\frac94-b+b^2}}
\simeq\frac23\Big(\frac12-b\Big)\Big(1+\frac{2b}{9}\Big)
\simeq\frac13-\frac{16b}{27}.
\]

The second follows from \(b\to-b\). Half their difference is

\[
S=-\frac{16}{27}\,b+O(b^3).
\]

There is no \(b^2\) term because \(S\) is odd in \(b\). The 2p\(_{1/2}\) sum is \(-S\), since the trace of \(l_z\) over all six states is zero.

Thus the integral over each edge vanishes in the limit \(b\to0\), where the individual lines keep finite strength. At finite weak exchange a linear remainder survives, because \(Bs_z\) mixes \(j=3/2\) and \(j=1/2\) states of equal \(m_j\). Within this model, the integral over both edges together is zero for any \(B\).

A second route confirms the coefficient. Every term of \(l_zH\) contains one spin operator of zero trace, so \(\sum_k\langle l_z\rangle_k\varepsilon_k=\mathrm{Tr}(l_zH)=0\). Measured from the unperturbed edge energies, the first moments of \(\langle l_z\rangle\) are, to first order,

\[
M_{3/2}=\frac{2B}{9}\sum m_j^2=\frac{2B}{9}\cdot5=\frac{10B}{9},\qquad
M_{1/2}=-\frac{4B}{9}\cdot\frac12=-\frac{2B}{9}.
\]

The edge energies \(\zeta/2\) and \(-\zeta\) multiply \(S\) and \(-S\), so

\[
\frac{3\zeta}{2}S+\frac{10B}{9}-\frac{2B}{9}=0
\quad\Longrightarrow\quad S=-\frac{16}{27}\frac B\zeta .
\]

### (d) Numbers

Here \(b=0.1\) and \(\kappa=0.9/2.1=0.4286\). For \(m_j=+1/2\), \(R_+=\sqrt{0.64+6.4+144}=12.290\) eV. The upper root is \(-2+6.145=4.145\) eV, with \(\langle l_z\rangle=\tfrac12(1-4.8/12.290)=0.305\). The full list is:

| Edge | \(m_j\) | \(\varepsilon\) (eV) | \(\langle l_z\rangle\) | \(D/I_0\) |
|---|---|---|---|---|
| 3/2 | +3/2 | 4.400 | +1.000 | +0.4286 |
| 3/2 | +1/2 | 4.145 | +0.305 | +0.1306 |
| 3/2 | −1/2 | 3.879 | −0.364 | −0.1560 |
| 3/2 | −3/2 | 3.600 | −1.000 | −0.4286 |
| 1/2 | −1/2 | −7.879 | −0.636 | −0.2726 |
| 1/2 | +1/2 | −8.145 | +0.695 | +0.2980 |

The 2p\(_{3/2}\) integral is \(0.1306-0.1560=-0.0254\) in units of \(I_0\), about 6% of the strongest line in magnitude. The 2p\(_{1/2}\) integral is \(-0.2726+0.2980=+0.0254\). The linear formula gives \(S=-0.05926\), against \(-0.05920\) from diagonalization. This remainder is sensitive to the assumption of equal radial amplitudes for both spins. Suppose \(R_s^2\) and \(R_d^2\) are scaled by \(1+\eta\) for spin up and \(1-\eta\) for spin down. The 2p\(_{3/2}\) sum then gains \(\eta\) times the trace of \(2l_zs_z\) over the edge. At \(B=0\) the trace of \(\mathbf l\cdot\mathbf s\) over the four \(j=3/2\) states is \(4\cdot\tfrac12=2\), of which \(l_zs_z\) carries one third, so the gain is \(4\eta/3\). For \(b=0.1\) a value \(\eta\approx0.044\) already cancels \(S\). A measured edge area therefore cannot be attributed to \(j\)-mixing alone.

## Variation 1: unresolved lines

*Each line is broadened by a normalized Gaussian \(g\) of standard deviation \(\sigma\), with \(B\ll\sigma\ll\zeta\). Is the net area of an edge then negligible beside its absolute area?*

Let \(y\) be the binding energy measured from the unperturbed edge. A sublevel shifted by \(\Delta\varepsilon_k\) contributes \(g(y+\Delta\varepsilon_k)\simeq g(y)+\Delta\varepsilon_k\,g'(y)\). Summing over an edge,

\[
\frac{D(y)}{I_0}\simeq\kappa\,[S_e\,g(y)+M_e\,g'(y)],
\]

where \(S_e=\pm S\) is the edge sum and \(M_e\) its first moment. Both terms are linear in \(B\). The net area is \(\kappa S_e\), because \(g'\) integrates to zero. For \(\sigma\ll\zeta\) the derivative term dominates the absolute area, and \(\int|g'|\,dy=2g(0)=\sqrt{2/\pi}/\sigma\). The ratio of net to absolute area is

\[
\frac{|S_e|\sigma}{|M_e|}\sqrt{\frac\pi2}
=\begin{cases}\dfrac{8}{15}\sqrt{\dfrac\pi2}\,\dfrac\sigma\zeta & (2p_{3/2}),\\[2mm]
\dfrac83\sqrt{\dfrac\pi2}\,\dfrac\sigma\zeta & (2p_{1/2}).\end{cases}
\]

\(B\) has cancelled: weakening the exchange shrinks the whole signal but not this fraction. For \(\sigma=0.4\) eV the formulas give 0.033 and 0.167. The broadened spectrum at \(B=0.008\) eV gives 0.033 and 0.166. At \(B=0.8\) eV, outside the range \(B\ll\sigma\), the values are 0.038 and 0.169. The net area is therefore small at 2p\(_{3/2}\) but appreciable at 2p\(_{1/2}\), where the first moment is five times smaller.

## Variation 2: strong exchange

*What replaces the pattern when \(B\gg\zeta\)?*

The levels now group by spin. To first order in \(\zeta\), only \(\zeta l_zs_z\) acts within a group:

\[
\varepsilon_{m\uparrow}\simeq\frac B2+\frac{\zeta m}{2},\qquad
\varepsilon_{m\downarrow}\simeq-\frac B2-\frac{\zeta m}{2},\qquad \langle l_z\rangle\simeq m .
\]

For \(\kappa>0\) and increasing binding energy, the pattern is \(+\,0\,-\) for spin up, then \(-\,0\,+\) for spin down. Each spin group integrates to zero at leading order. Spin-flip mixing has amplitude \((\zeta/\sqrt2)/B\) and weight \(\zeta^2/(2B^2)\). It adds this weight to \(\langle l_z\rangle\) of both \(|0\uparrow\rangle\) and \(|{-1}\uparrow\rangle\), so the spin-up sum is \(+\zeta^2/B^2\) and the spin-down sum is its negative.

The old 2p\(_{3/2}\) grouping has lost its use here. It would combine the three spin-up levels with \(|{-1}\downarrow\rangle\), and indeed the formula for \(S\) tends to \(-1\). At \(\zeta=0\) the three lines of each spin coincide and their dichroism cancels, so in this model the signal requires spin-orbit coupling as well as exchange.

## Table of computed values

```
Spin-orbit constant zeta = 8.0 eV
Exchange splitting B = 0.8 eV, b = B/zeta = 0.10
Radial ratio Rs^2/Rd^2 = 0.1
Gaussian standard deviation sigma = 0.4 eV
Dichroism factor kappa = 0.4286
Levels by increasing binding energy (intensities in units of I0)
edge  m_j  energy/eV   <l_z>    <s_z>     I+      I-     I+ - I-
3/2  +1.5   +4.4000  +1.0000  +0.5000  0.5714  0.1429  +0.4286
3/2  +0.5   +4.1449  +0.3047  +0.1953  0.3728  0.2422  +0.1306
3/2  -0.5   +3.8788  -0.3639  -0.1361  0.2337  0.3897  -0.1560
3/2  -1.5   +3.6000  -1.0000  -0.5000  0.1429  0.5714  -0.4286
1/2  -0.5   -7.8788  -0.6361  +0.1361  0.1948  0.4675  -0.2726
1/2  +0.5   -8.1449  +0.6953  -0.1953  0.4844  0.1864  +0.2980
Weak-exchange estimates: m_j, energy/eV, <l_z>, I+ - I- (I0)
  +1.5   +4.4000  +1.0000  +0.4286
  +0.5   +4.1333  +0.3333  +0.1429
  -0.5   +3.8667  -0.3333  -0.1429
  -1.5   +3.6000  -1.0000  -0.4286
  -0.5   -7.8667  -0.6667  -0.2857
  +0.5   -8.1333  +0.6667  +0.2857
Sum of <l_z>, 2p3/2 edge = -0.05920
Sum of <l_z>, 2p1/2 edge = +0.05920
Linear estimate -16b/27 = -0.05926
Edge integral of I+ - I-, 2p3/2 = -0.02537 I0
Edge integral of I+ - I-, 2p1/2 = +0.02537 I0
Integral over both edges, magnitude = 0.00000 I0
Sum of <l_z> over 2p3/2 for weaker exchange:
  b = 0.050: sum = -0.029622, sum/b = -0.59245
  b = 0.010: sum = -0.005926, sum/b = -0.59259
  b = 0.001: sum = -0.000593, sum/b = -0.59259
Broadened dichroism extrema (binding energy from centroid):
  2p3/2 max: +0.4224 I0/eV at -4.48 eV
  2p3/2 min: -0.4474 I0/eV at -3.54 eV
  2p1/2 max: +0.1262 I0/eV at +8.39 eV
  2p1/2 min: -0.0961 I0/eV at +7.58 eV
Net area / absolute area of the broadened dichroism:
  at B = 0.8 eV: 2p3/2 0.0385, 2p1/2 0.1692
  at B = 0.008 eV: 2p3/2 0.0334, 2p1/2 0.1656
  limit formula: 2p3/2 0.0334, 2p1/2 0.1671
```
